**Kato's half-gap bound tested on random matrices and solvable level models**

For $H_0+FV$ with a simple level at distance $g$ from the others, the perturbation series converges when $|F|\,\|V\|<g/2$; here $F=e\mathcal E$ is the field strength times the elementary charge, minus the force on the electron, and $V$ the position matrix. On 100 random Hermitian matrices the program asserts the resolvent norm on the circle of radius $g/2$, the presence of one eigenvalue inside it, and the bounds on energy shift, overlap and series coefficients. It also asserts that the summed Sternheimer series agrees with diagonalization at half the guaranteed strength $g/s$, where $s$ is the eigenvalue spread of $V$. For two levels with $g=3$ eV and coupling length 0.75 Å, the discriminant places the exceptional points at $\pm2i$ eV/Å, on the bound. The output shows the energy series converging at 1.0, 1.8 and 2.0 eV/Å and diverging at 2.2 eV/Å. With unequal diagonal elements, the exceptional points lie on the bound set by the eigenvalue spread of $V$. In a four-level case at 1 eV/Å, the projector onto the two occupied levels converges while the series of the lowest level diverges.

## Numerical verification

```python
"""Kato's convergence bound and its saturation by a two-level model.

H(F) = H0 + F*V, H0 and V Hermitian, F complex. E0 is a simple level of H0,
gap = its distance to the other levels, q = 2|F| ||V|| / gap.
Result under test: the perturbation series in F converges for q < 1, and
two levels (0, gap) with coupling x have exceptional points F = +-i gap/(2x),
exactly at q = 1. Energies in eV, lengths in angstrom, F in eV/angstrom.
"""
import numpy as np
import sympy as sp
from math import comb
from scipy.special import binom
from scipy.constants import physical_constants, angstrom


def sternheimer(H0, V, E0, psi0, order):
    """Energy and vector coefficients in intermediate normalization."""
    dim = len(psi0)
    P0 = np.outer(psi0, psi0.conj())
    Q0 = np.eye(dim) - P0
    inverse = Q0 @ np.linalg.inv(H0 - E0 * np.eye(dim) + P0) @ Q0
    energy = np.zeros(order + 1)
    energy[0] = E0
    psi = np.zeros((order + 1, dim), dtype=complex)
    psi[0] = psi0
    for n in range(1, order + 1):
        Vpsi = V @ psi[n - 1]
        energy[n] = np.vdot(psi0, Vpsi).real
        rhs = -Vpsi + energy[1:n] @ psi[n - 1:0:-1]
        psi[n] = inverse @ rhs
    return energy, psi


def partial_sum(coefficients, F, order):
    return sum(coefficients[n] * F**n for n in range(order + 1))


def lower_projector(H, middle):
    """Spectral projector (not orthogonal if H is not Hermitian)."""
    w, R = np.linalg.eig(H)
    selected = (w.real < middle).astype(float)
    return (R * selected) @ np.linalg.inv(R), int(selected.sum())


def projector_taylor(H0, V, middle, radius, points, rank):
    """Taylor coefficients of the projector from samples on a circle."""
    samples = []
    for m in range(points):
        F = radius * np.exp(2j * np.pi * m / points)
        P, count = lower_projector(H0 + F * V, middle)
        assert count == rank
        samples.append(P)
    coefficients = np.fft.fft(np.array(samples), axis=0) / points
    half = points // 2
    negative = np.abs(coefficients[half:]).max()
    powers = radius ** np.arange(half)
    return coefficients[:half] / powers[:, None, None], negative


def exceptional_points(H0, V):
    """Roots in F of the discriminant of the characteristic polynomial."""
    F, E = sp.symbols("F E")
    M = sp.Matrix(H0) + F * sp.Matrix(V)
    poly = (E * sp.eye(M.rows) - M).det(method="berkowitz")
    disc = sp.Poly(sp.discriminant(sp.expand(poly), E), F)
    return np.roots([float(c) for c in disc.all_coeffs()])


def follow_levels(H0, V, centre, radius, steps=2000):
    """Continue both levels of a 2x2 family once around a circle."""
    start = np.linalg.eigvals(H0 + (centre + radius) * V)
    w = start.copy()
    for m in range(1, steps + 1):
        F = centre + radius * np.exp(2j * np.pi * m / steps)
        new = np.linalg.eigvals(H0 + F * V)
        straight = np.abs(new - w).sum()
        crossed = np.abs(new[::-1] - w).sum()
        w = new if straight < crossed else new[::-1]
    return start, w


# ---- general theorem on random Hermitian matrices ----
rng = np.random.default_rng(7)
trials, dim, q_test = 100, 5, 0.98
largest_ratio, smallest_overlap, largest_shift = 0.0, 1.0, 0.0
for trial in range(trials):
    A = rng.normal(size=(dim, dim)) + 1j * rng.normal(size=(dim, dim))
    U = np.linalg.qr(A)[0]
    levels = np.cumsum(rng.uniform(0.5, 2.0, dim))
    H0 = (U * levels) @ U.conj().T
    B = rng.normal(size=(dim, dim)) + 1j * rng.normal(size=(dim, dim))
    V = (B + B.conj().T) / 2
    j = rng.integers(dim)
    E0, psi0 = levels[j], U[:, j]
    gap_r = np.abs(np.delete(levels, j) - E0).min()
    v = np.linalg.eigvalsh(V)
    spread = v[-1] - v[0]
    V_centred = V - (v[-1] + v[0]) / 2 * np.eye(dim)
    norm = np.linalg.norm(V_centred, 2)
    circle = E0 + gap_r / 2 * np.exp(2j * np.pi * np.arange(32) / 32)
    resolvent = max(np.linalg.norm(np.linalg.inv(z * np.eye(dim) - H0), 2)
                    for z in circle)
    assert abs(resolvent * gap_r / 2 - 1) < 1e-9
    for angle in np.linspace(0, 2 * np.pi, 12, endpoint=False):
        F = q_test * gap_r / (2 * norm) * np.exp(1j * angle)
        w, R = np.linalg.eig(H0 + F * V_centred)
        inside = np.abs(w - E0) < gap_r / 2
        assert inside.sum() == 1
        k = int(np.argmax(inside))
        shift = abs(w[k] - E0) / (abs(F) * norm)
        assert shift <= 1 + 1e-9
        right = R[:, k] / np.linalg.norm(R[:, k])
        overlap = abs(np.vdot(psi0, right))**2
        assert overlap >= 1 - (q_test / (2 - q_test))**2 - 1e-9
        largest_shift = max(largest_shift, shift)
        smallest_overlap = min(smallest_overlap, overlap)
    e, psi = sternheimer(H0, V, E0, psi0, 60)
    n = np.arange(2, 31)
    ratio = np.abs(e[2:31]) / (gap_r / 2 * (spread / gap_r)**n)
    assert ratio.max() <= 1 + 1e-9
    largest_ratio = max(largest_ratio, ratio.max())
    F = 0.5 * gap_r / spread
    E_sum, psi_sum = partial_sum(e, F, 60), partial_sum(psi, F, 60)
    assert abs(E_sum - np.linalg.eigvalsh(H0 + F * V)[j]) < 1e-9
    residual = (H0 + F * V) @ psi_sum - E_sum * psi_sum
    assert np.linalg.norm(residual) < 1e-8

print("RANDOM MATRICES")
print(f"number of matrices: {trials}, dimension {dim}")
print(f"q in eigenvalue-count test: {q_test:.2f}")
print(f"largest |E-E0|/(|F| ||V||): {largest_shift:.3f}")
print(f"smallest squared overlap: {smallest_overlap:.3f}")
print(f"its lower bound: {1 - (q_test / (2 - q_test))**2:.3f}")
print(f"largest |E_n|/bound, n=2..30: {largest_ratio:.3f}")

# ---- symmetric two-level model ----
gap, x = 3.0, 0.75
H0 = np.diag([0.0, gap])
V = np.array([[0.0, x], [x, 0.0]])
F_bound = gap / (2 * np.linalg.norm(V, 2))
roots = exceptional_points([[0, 3], [3, 0]] and [[0, 0], [0, 3]],
                           [[0, sp.Rational(3, 4)], [sp.Rational(3, 4), 0]])
assert np.allclose(np.abs(roots), F_bound, atol=1e-10)
assert np.allclose(roots.real, 0, atol=1e-10)
F_ep = 1j * np.abs(roots[0])
defect = H0 + F_ep * V - gap / 2 * np.eye(2)
assert np.abs(defect @ defect).max() < 1e-10 and np.abs(defect).max() > 1
start, end = follow_levels(H0, V, F_ep, 0.2)
assert np.allclose(end, start[::-1], atol=1e-8)
start, end = follow_levels(H0, V, 0.0, 0.95 * F_bound)
assert np.allclose(end, start, atol=1e-8)

e, psi = sternheimer(H0, V, 0.0, np.array([1.0, 0.0]), 202)
for k in range(1, 101):
    formula = -gap / 2 * binom(0.5, k) * (2 * x / gap)**(2 * k)
    assert abs(e[2 * k] / formula - 1) < 1e-9
    assert e[2 * k - 1] == 0
radius_40 = np.sqrt(abs(e[40] / e[42]))
radius_200 = np.sqrt(abs(e[200] / e[202]))
assert abs(radius_200 / F_bound - 1) < 0.01

hartree = physical_constants["Hartree energy in eV"][0]
bohr = physical_constants["Bohr radius"][0] / angstrom
print("TWO-LEVEL MODEL")
print(f"gap: {gap:.2f} eV, transition length: {x:.2f} angstrom")
print(f"Kato bound on |F|: {F_bound:.4f} eV/angstrom")
print(f"same in atomic units: {F_bound * bohr / hartree:.5f} hartree/bohr")
print(f"exceptional points: +-{F_ep.imag:.4f} i eV/angstrom")
print(f"energy at exceptional points: {gap / 2:.2f} eV")
print(f"E_2: {e[2]:.6f} eV/(eV/angstrom)^2")
print(f"E_4: {e[4]:.6f} eV/(eV/angstrom)^4")
print(f"radius from orders 40,42: {radius_40:.4f} eV/angstrom")
print(f"radius from orders 200,202: {radius_200:.4f} eV/angstrom")

errors = {}
for F in (1.0, 1.8, 2.0, 2.2):
    w = np.linalg.eigvalsh(H0 + F * V)
    q = F / F_bound
    err = [abs(partial_sum(e, F, N) - w[0]) for N in (10, 20, 40, 200)]
    errors[F] = err
    print(f"F={F:.1f} eV/angstrom: q={q:.2f}, E={w[0]:.6f} eV, "
          f"level distance={w[1] - w[0]:.4f} eV")
    print("  |error| at orders 10,20,40,200 (eV): "
          + ", ".join(f"{a:.2e}" for a in err))
    if q < 1:
        limits = [gap / 2 * q**(N + 1) / (1 - q) for N in (10, 20, 40, 200)]
        assert all(a <= b + 1e-13 for a, b in zip(err, limits))
        print(f"  remainder bound at order 20: {limits[1]:.2e} eV")
assert errors[2.2][3] > 100 * errors[2.2][2] > 0
assert errors[2.0][3] < errors[2.0][2] < errors[2.0][1]

# ---- behaviour on the boundary circle ----
P_n, negative = projector_taylor(H0, V, gap / 2, 0.9 * F_bound, 512, 1)
assert negative < 1e-10
print("BOUNDARY CIRCLE")
for N in (20, 100):
    K = N // 2
    P_sum = partial_sum(P_n[:, 0, 0], F_ep, N).real
    closed = 0.5 + 0.5 * (2 * K + 1) * comb(2 * K, K) / 4**K
    assert abs(P_sum - closed) < 1e-6
    E_sum = partial_sum(e, F_ep, N).real
    tail = abs(E_sum - gap / 2)
    print(f"exceptional point, order {N}: P_00 sum={P_sum:.4f}, "
          f"energy error={tail:.4f} eV")
assert abs(partial_sum(e, F_ep, 200).real - gap / 2) < 0.6 * tail * 1.25
P_exact = lower_projector(H0 + F_bound * V, gap / 2)[0][0, 0].real
P_err = [abs(partial_sum(P_n[:, 0, 0], F_bound, N) - P_exact)
         for N in (20, 100)]
assert P_err[1] < 0.6 * P_err[0]
print(f"real F at bound: exact P_00={P_exact:.4f}")
print(f"  P_00 error at orders 20,100: {P_err[0]:.4f}, {P_err[1]:.4f}")

# ---- two levels with unequal diagonal perturbation ----
a, b, c = sp.Rational(1, 5), sp.Rational(3, 5), sp.Rational(11, 10)
V_general = np.array([[a, b], [b, c]], dtype=float)
v = np.linalg.eigvalsh(V_general)
norm_bound = gap / (2 * np.abs(v).max())
spread_bound = gap / (v[1] - v[0])
roots = exceptional_points([[0, 0], [0, 3]], [[a, b], [b, c]])
assert np.allclose(np.abs(roots), spread_bound, atol=1e-10)
assert norm_bound < spread_bound
print("UNEQUAL DIAGONAL, SAME GAP")
print(f"V_11, V_12, V_22: {float(a):.2f}, {float(b):.2f}, "
      f"{float(c):.2f} angstrom")
print(f"norm: {np.abs(v).max():.3f}, spread: {v[1] - v[0]:.3f} angstrom")
print(f"norm bound: {norm_bound:.4f} eV/angstrom")
print(f"spread bound: {spread_bound:.4f} eV/angstrom")
print(f"exceptional points: {roots[0].real:.4f} +- "
      f"{abs(roots[0].imag):.4f} i eV/angstrom")

# ---- occupied group: total projector against a single level ----
levels10 = [0, 2, 32, 35]
V10 = [[0, 4, 3, 2], [4, 0, 2, 3], [3, 2, 0, 4], [2, 3, 4, 0]]
H4, V4 = np.diag(levels10) / 10, np.array(V10) / 10
gap4 = H4[2, 2] - H4[1, 1]
middle = (H4[2, 2] + H4[1, 1]) / 2
bound4 = gap4 / (2 * np.linalg.norm(V4, 2))
nearest = np.abs(exceptional_points(np.diag(levels10).tolist(), V10)).min()
P_n, negative = projector_taylor(H4, V4, middle, 0.9 * bound4, 256, 2)
assert negative < 1e-9
F = 1.0
P_exact = lower_projector(H4 + F * V4, middle)[0]
P_err = [np.linalg.norm(partial_sum(P_n, F, N) - P_exact, 2)
         for N in (10, 20, 60)]
assert P_err[2] < 1e-9
e4, _ = sternheimer(H4, V4, 0.0, np.eye(4)[0], 20)
E_exact = np.linalg.eigvalsh(H4 + F * V4)[0]
E_err = [abs(partial_sum(e4, F, N) - E_exact) for N in (10, 20)]
assert nearest < F < bound4 and E_err[1] > 10 * E_err[0] > 10
print("FOUR LEVELS, LOWER TWO OCCUPIED")
print("levels (eV): " + ", ".join(f"{t:.1f}" for t in np.diag(H4)))
print("V row 1 (angstrom): " + ", ".join(f"{t:.1f}" for t in V4[0]))
print("V row 2 (angstrom): " + ", ".join(f"{t:.1f}" for t in V4[1]))
print("V row 3 (angstrom): " + ", ".join(f"{t:.1f}" for t in V4[2]))
print("V row 4 (angstrom): " + ", ".join(f"{t:.1f}" for t in V4[3]))
print(f"group gap: {gap4:.2f} eV, bound: {bound4:.4f} eV/angstrom")
print(f"nearest exceptional |F|: {nearest:.4f} eV/angstrom")
print(f"F={F:.1f} eV/angstrom, projector error, orders 10,20: "
      f"{P_err[0]:.2e}, {P_err[1]:.2e}")
print(f"lowest-level error, orders 10,20: {E_err[0]:.2e}, "
      f"{E_err[1]:.2e} eV")

print("all good")
```

Printed output:

```
RANDOM MATRICES
number of matrices: 100, dimension 5
q in eigenvalue-count test: 0.98
largest |E-E0|/(|F| ||V||): 0.799
smallest squared overlap: 0.836
its lower bound: 0.077
largest |E_n|/bound, n=2..30: 0.248
TWO-LEVEL MODEL
gap: 3.00 eV, transition length: 0.75 angstrom
Kato bound on |F|: 2.0000 eV/angstrom
same in atomic units: 0.03889 hartree/bohr
exceptional points: +-2.0000 i eV/angstrom
energy at exceptional points: 1.50 eV
E_2: -0.187500 eV/(eV/angstrom)^2
E_4: 0.011719 eV/(eV/angstrom)^4
radius from orders 40,42: 2.0755 eV/angstrom
radius from orders 200,202: 2.0150 eV/angstrom
F=1.0 eV/angstrom: q=0.50, E=-0.177051 eV, level distance=3.3541 eV
  |error| at orders 10,20,40,200 (eV): 6.28e-06, 2.35e-09, 8.33e-16, 0.00e+00
  remainder bound at order 20: 1.43e-06 eV
F=1.8 eV/angstrom: q=0.90, E=-0.518044 eV, level distance=4.0361 eV
  |error| at orders 10,20,40,200 (eV): 5.34e-03, 6.94e-04, 3.06e-05, 1.33e-13
  remainder bound at order 20: 1.64e+00 eV
F=2.0 eV/angstrom: q=1.00, E=-0.621320 eV, level distance=4.2426 eV
  |error| at orders 10,20,40,200 (eV): 1.74e-02, 6.42e-03, 2.32e-03, 2.11e-04
F=2.2 eV/angstrom: q=1.10, E=-0.729910 eV, level distance=4.4598 eV
  |error| at orders 10,20,40,200 (eV): 4.99e-02, 4.76e-02, 1.15e-01, 4.39e+04
BOUNDARY CIRCLE
exceptional point, order 20: P_00 sum=2.3501, energy error=0.2643 eV
exceptional point, order 100: P_00 sum=4.5193, energy error=0.1194 eV
real F at bound: exact P_00=0.8536
  P_00 error at orders 20,100: 0.0430, 0.0198
UNEQUAL DIAGONAL, SAME GAP
V_11, V_12, V_22: 0.20, 0.60, 1.10 angstrom
norm: 1.400, spread: 1.500 angstrom
norm bound: 1.0714 eV/angstrom
spread bound: 2.0000 eV/angstrom
exceptional points: -1.2000 +- 1.6000 i eV/angstrom
FOUR LEVELS, LOWER TWO OCCUPIED
levels (eV): 0.0, 0.2, 3.2, 3.5
V row 1 (angstrom): 0.0, 0.4, 0.3, 0.2
V row 2 (angstrom): 0.4, 0.0, 0.2, 0.3
V row 3 (angstrom): 0.3, 0.2, 0.0, 0.4
V row 4 (angstrom): 0.2, 0.3, 0.4, 0.0
group gap: 3.00 eV, bound: 1.6667 eV/angstrom
nearest exceptional |F|: 0.2499 eV/angstrom
F=1.0 eV/angstrom, projector error, orders 10,20: 2.81e-07, 1.55e-12
lowest-level error, orders 10,20: 2.74e+03, 9.66e+08 eV
all good
```
